# Average-Potential Shift in PAW for a Model Silicon Atom

## The problem

In the projector augmented-wave (PAW) method the true charge of each atom is replaced by a smooth one. The two charges differ inside a sphere of radius $r_c$ and give the same potential outside. Their potentials therefore generally have different averages over a crystal. For a model silicon atom, find

$$\Delta V=\overline{v}_{\rm AE}-\overline{v}_{\rm PS},$$

where AE denotes the all-electron potential and PS the smooth one. The tool to be used is

$$\int v\,d^3r=-\frac{2\pi}{3}\int r^2\rho\,d^3r .\qquad (1)$$

Hartree atomic units are used. Charge is counted as an electron feels it: electrons are positive and the nucleus is $-Z\delta(\mathbf r)$. Then $v(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ is the electrostatic energy of an electron, and $\nabla^2v=-4\pi\rho$. The potential in volts has the opposite sign. Exchange and correlation are not part of $v$.

**The true atom.** The radial orbitals $u=rR(r)$ start from $r^ne^{-\zeta_nr}$, with exponents from Slater's rules for $Z=14$:

$$\zeta_1=14-0.30=13.70,$$
$$\zeta_2=\frac{14-7(0.35)-2(0.85)}{2}=4.925,$$
$$\zeta_3=\frac{14-3(0.35)-8(0.85)-2(1.00)}{3}=1.383,$$

all in bohr$^{-1}$. Functions of equal $l$ are orthonormalized from the inside outwards, which gives 3s two nodes and 3p one. The configuration is $1s^22s^22p^63s^23p^2$, with the 3p electrons spread evenly over the three orientations, so that the density $n$ is spherical.

**The smooth atom.** Inside $r_c=1.90$ bohr each valence orbital is replaced by

$$\tilde u_l(r)=r^{l+1}(c_0+c_1r^2+c_2r^4).$$

The three coefficients are fixed by matching value, slope and second derivative at $r_c$. The radial core charge $4\pi r^2n_c$ is continued inwards in the same way, with leading power $r^2$. Together these give the smooth density $\tilde n$. A compensation charge $Qg(r)$ is added, where $g$ integrates to one, vanishes beyond $r_c$ and is proportional to $[\sin(\pi r/r_c)/(\pi r/r_c)]^2$ inside.

The crystal has a volume $\Omega=0.020$ nm$^3=134.967$ bohr$^3$ per atom.

## A tempting solution

Equation (1) needs a second moment. The nucleus sits at $r=0$, so its moment is zero. The compensation charge looks like bookkeeping, added to repair the potential outside the sphere. It seems that what distinguishes the true atom from the smooth one is the electron density, and that its moment is enough:

$$M_n=\int r^2(n-\tilde n)\,d^3r .$$

The core contributes $2.5159$ bohr$^2$. The valence contributes $-0.1616$ bohr$^2$; the minus sign means that the smooth valence density has the larger second moment. Hence

$$M_n=2.5159-0.1616=2.3543\ \text{bohr}^2,$$

$$\Delta V\overset{?}{=}-\frac{2\pi}{3}\,\frac{2.3543}{134.967}=-0.0365\ \text{hartree}=-0.99\ \text{eV}.$$

The sign is reasonable, since the true potential is deeper near the nucleus. The size raises no alarm either.

## Where it fails

The charge whose moment was taken is $D=n-\tilde n-Z\delta$. Its total must be examined before (1) is applied, and for that the derivation of (1) is needed with its surface terms kept.

For a spherical charge let $q(R)$ be the charge inside radius $R$ and $M(R)$ the second moment of that charge. Let $I(R)$ be the integral of $v$ over the same sphere. Green's identity for the functions $r^2$ and $v$ reads

$$\int_{r<R}\left(r^2\nabla^2v-v\nabla^2r^2\right)d^3r
=4\pi R^2\left[R^2v'(R)-2Rv(R)\right].$$

On the left, $\nabla^2v=-4\pi\rho$ and $\nabla^2r^2=6$, so the left side is $-4\pi M(R)-6I(R)$. On the right, Gauss's law gives $v'(R)=-q(R)/R^2$. Therefore

$$-4\pi M(R)-6I(R)=-4\pi R^2q(R)-8\pi R^3v(R),$$

and solving for $I$,

$$I(R)=-\frac{2\pi}{3}M(R)+\frac{2\pi}{3}R^2q(R)+\frac{4\pi}{3}R^3v(R).\qquad (2)$$

A point nucleus causes no difficulty. If a small ball of radius $\epsilon$ is cut out around it, the extra surface terms scale as $\epsilon^2$ and vanish.

Equation (1) follows from (2) when the last two terms vanish. For a charge confined within $R$ this requires $q(R)=0$, which also makes $v(R)=0$ when $v$ is measured from infinity. For a neutral charge with a tail, the terms must vanish as $R\to\infty$; the exponential tails used here satisfy this.

The bare nucleus shows what is at stake. It has $M=0$, $q=-Z$ and $v=-Z/R$. Equation (2) gives

$$I(R)=-\frac{2\pi}{3}ZR^2-\frac{4\pi}{3}ZR^2=-2\pi ZR^2,$$

which agrees with integrating $-Z/r$ directly. The nucleus has no second moment, yet it contributes to the integral of the potential through the surface terms.

Now apply this to $D$. The true atom is neutral, so the total charge of $D$ is minus the number of electrons in $\tilde n$. Inside the sphere there are $1.034$ true and $1.178$ smooth valence electrons, and outside the two densities agree. (The program prints each of these counts about $0.002$ too high, because its cut at $r_c$ includes part of the next grid interval; their difference is not affected.) The smooth valence density thus holds $4+0.144=4.144$ electrons. The smooth core adds about $0.025$. The total charge of $D$ is $-4.1695$, which is the value that $Q$ must take.

For $R\ge r_c$ the potential of $D$ is $Q/R$, and (2) becomes

$$I_D(R)=-\frac{2\pi}{3}M_n+\frac{2\pi}{3}QR^2+\frac{4\pi}{3}QR^2
=-\frac{2\pi}{3}M_n+2\pi QR^2.$$

At $R=r_c$ the retained term is $-4.93$ hartree bohr$^3$, whereas the omitted one is

$$2\pi(-4.1695)(1.90)^2=-94.6\ \text{hartree bohr}^3.$$

With growing $R$ the omitted term diverges. The tempting solution kept the small finite part of an integral that does not exist.

The same fault appears in Fourier space. For a spherical charge,

$$\rho(G)=\int\rho\,\frac{\sin Gr}{Gr}\,d^3r=q-\frac{G^2}{6}M+O(G^4),$$

where $q$ is the total charge. The potential is

$$v(G)=\frac{4\pi\rho(G)}{G^2}=\frac{4\pi q}{G^2}-\frac{2\pi}{3}M+O(G^2).$$

The limit $G\to0$, which is the volume integral of $v$, exists for $q=0$ and then reproduces (1).

## The right solution

### The charge difference and its average

The smooth potential is generated by $\tilde n+Qg$, so the charge that generates the difference of the two potentials is

$$\Delta\rho=n-Z\delta-\tilde n-Qg .$$

With $N$ and $\tilde N$ the numbers of electrons in $n$ and $\tilde n$, neutrality requires

$$Q=N-\tilde N-Z=-4.1695 .$$

Since $\Delta\rho$ is spherical, neutral and confined to $r<r_c$, its potential $\Delta v$ vanishes outside. In the numerical solution $|\Delta v|$ there is at most $3\times10^{-13}$ hartree.

In the crystal each of the two periodic potentials is defined up to a constant. The relative constant is fixed by requiring that they coincide between the spheres. Then $v_{\rm AE}-v_{\rm PS}$ is a sum of identical localized functions $\Delta v$, one per atom, and

$$\Delta V=\frac1\Omega\int\Delta v\,d^3r=-\frac{2\pi}{3\Omega}M_\Delta,\qquad
M_\Delta=\int r^2\Delta\rho\,d^3r.\qquad (3)$$

Setting both averages to zero separately would destroy this alignment and lose the quantity asked for.

The spheres must not overlap, because the one-centre densities describe the crystal density inside separate spheres. In the diamond structure the cubic cell has edge $a=(8\Omega)^{1/3}$, and half a bond is $\sqrt3a/8=2.221$ bohr, larger than $r_c$. In a real crystal $\Delta\rho$ also has nonspherical parts. If the compensation charge matches their multipole moments as well, their potentials are confined too, and they integrate to zero over angles. The spherical part is then sufficient for (3).

### The compensation moment

Since $4\pi r^2g\propto\sin^2(\pi r/r_c)$ and the mean of $\sin^2$ over the interval is one half, the normalized radial charge is $(2/r_c)\sin^2(\pi r/r_c)$. With $x=r/r_c$ its second moment is

$$m_g=r_c^2\int_0^1 2x^2\sin^2(\pi x)\,dx
=r_c^2\left[\frac13-\int_0^1x^2\cos(2\pi x)\,dx\right].$$

Integrating by parts, with a vanishing end term,

$$\int_0^1x^2\cos(2\pi x)\,dx=-\frac1\pi\int_0^1x\sin(2\pi x)\,dx .$$

A second integration by parts gives $\int_0^1x\sin(2\pi x)\,dx=-1/(2\pi)$, so the integral of $x^2\cos(2\pi x)$ is $1/(2\pi^2)$. Therefore

$$m_g=r_c^2\left(\frac13-\frac1{2\pi^2}\right)=3.61\times0.28267=1.0204\ \text{bohr}^2.$$

### The number

The compensation charge is subtracted in $\Delta\rho$, and $Q$ is negative, so its contribution $-Qm_g$ is positive:

$$-Qm_g=4.1695\times1.0204\simeq4.2548\ \text{bohr}^2,$$

where the last digit comes from unrounded factors. The complete moment is

$$M_\Delta=2.5159-0.1616+4.2548=6.6091\ \text{bohr}^2,$$

and (1) gives

$$\int\Delta v\,d^3r=-\frac{2\pi}{3}(6.6091)=-13.842\ \text{hartree bohr}^3.$$

Division by the volume per atom yields

$$\Delta V=-\frac{13.842}{134.967}=-0.1026\ \text{hartree}=-2.79\ \text{eV}.$$

The compensation charge supplies nearly two thirds of the moment. Omitting it made the shift too small in magnitude by a factor of $2.8$.

### Tests by Coulomb's law

The potential can be found without (1) by adding the enclosed charge and the shells further out:

$$v(r)=\frac{q(r)}r+\int_r^\infty4\pi r'\rho(r')\,dr'.$$

Here $q(r)$ includes the nucleus. Integrating this potential for $\Delta\rho$ over space gives $-13.84214$ hartree bohr$^3$, equal to the moment result in all printed digits. The Fourier expression at $G=0.02$ bohr$^{-1}$ gives $-13.84183$, which differs by about two parts in $10^5$; a remainder of order $G^2$ is expected.

Equation (2) can be tested where its surface terms are large. In the true atom, a sphere of radius $0.8444$ bohr encloses a net charge. There the moment term is $-3.8919$ and the surface terms sum to $-14.6385$, together $-18.5304$ hartree bohr$^3$. Direct integration gives $-18.5303$, the difference being rounding. The moment term alone would miss most of the integral.

## What the shift depends on

### Another compensation shape

Keep the true atom, $\tilde n$ and $r_c$ fixed, and choose $g\propto[1-(r/r_c)^2]^2$ instead. Then

$$\frac{m_g}{r_c^2}=\frac{\int_0^1x^4(1-x^2)^2dx}{\int_0^1x^2(1-x^2)^2dx}
=\frac{\frac15-\frac27+\frac19}{\frac13-\frac25+\frac17}
=\frac{8/315}{8/105}=\frac13,$$

so $m_g=1.2033$ bohr$^2$. The charge $Q$ is unchanged, and the shift changes by

$$-\frac{2\pi}{3\Omega}(-Q)(1.2033-1.0204)=-0.0118\ \text{hartree}=-0.322\ \text{eV}.$$

The new shift is $-3.113$ eV. Nothing physical has changed, so the smooth average must move the other way.

This can be seen for a crystal made by superposing neutral atoms, with each atomic potential zero at infinity. Equation (1) then applies separately to the true atom and to the smooth atom:

| Shape | Smooth average (eV) | Shift (eV) | Sum (eV) |
|---|---:|---:|---:|
| Sine | −10.885 | −2.791 | −13.676 |
| Polynomial | −10.563 | −3.113 | −13.676 |

The shift by itself is therefore a property of the smooth representation. It has a use when a calculation sets the smooth average to zero: $\Delta V$ is then the all-electron average on that scale. A level at energy $\varepsilon$ on the scale lies at $\varepsilon-\Delta V$ above the all-electron average. When the shape is changed, the smooth average rises by $0.322$ eV relative to the true potential. Both $\varepsilon$ and $\Delta V$ fall by that amount, and their difference is unchanged. Levels of the same crystal from calculations that share this choice of zero but use different compensation charges should be compared after this correction. Between different crystals the all-electron average is not a common reference, and a separate alignment is needed. A program that fixes its energy zero in another way needs a correction derived for that choice.

### The limits of narrow and wide compensation

If $g$ shrinks to a point at the nucleus, $m_g\to0$ and (3) gives $-0.99$ eV. This is the tempting answer. It is correct for a different reference, whose potential contains $Q/r$ at the origin and is no longer smooth. It does not belong to the compensation charge specified in the problem.

In the opposite limit all the compensation charge lies on the surface of the sphere. Then $m_g=r_c^2=3.61$ bohr$^2$, and

$$M_\Delta=2.3543+4.1695\times3.61=17.41\ \text{bohr}^2,$$

which gives $\Delta V=-7.35$ eV. A non-negative $g$ confined to the sphere has $0\le m_g\le r_c^2$. With the other ingredients fixed, the shift thus lies between these two limits.

### Why the valence matters little here

The smooth valence density contains $0.144$ electrons too many. This enters twice: directly in the valence moment, and through $Q$, where it makes the compensation charge more negative. With the sine shape the two contributions are

$$-0.1616+0.1442\times1.0204\simeq-0.014\ \text{bohr}^2,$$

or about $+0.006$ eV in $\Delta V$. The exact size depends on the orbitals and on $r_c$, but it stays small: it is $+0.012$ eV at $r_c=1.5$ bohr and $-0.020$ eV at $2.2$ bohr, while the shift itself moves from $-2.1$ to $-3.4$ eV; Hartree–Fock orbitals of the $3s^13p^3$ state give about $+0.02$ eV at $r_c=1.90$ bohr. The rest comes from the core and from the compensation of the ionic charge and the smooth core. Changing the configuration to $3s^13p^3$ with the orbitals held fixed affects the shift through this small valence combination, and the result is $-2.789$ instead of $-2.791$ eV.

The all-electron average behaves differently, because it depends on the tails of the atom. Its moment can be estimated by hand. For a single Slater function,

$$\langle r^2\rangle=\frac{\int_0^\infty r^{2n+2}e^{-2\zeta r}dr}{\int_0^\infty r^{2n}e^{-2\zeta r}dr}
=\frac{(2n+2)(2n+1)}{(2\zeta)^2}.$$

This gives $0.016$, $0.309$ and $7.316$ bohr$^2$ for the three shells. Weighted with $2$, $8$ and $4$ electrons, they sum to $31.8$ bohr$^2$, of which the valence shell holds $29.3$. Orthogonalization raises the total to $32.39$ bohr$^2$. The all-electron average is thus governed by the valence electrons, whereas the shift is governed by the core and by the choice of compensation.

## The model beside real silicon

The chosen volume per atom is close to that of crystalline silicon, but Slater's rules give approximate orbitals. A comparison is available for the spherical quintet state $3s^13p^3$, treated by restricted open-shell Hartree–Fock theory in the cc-pVTZ basis. With the same $r_c$ and sine shape the shift is $-2.919$ eV, against $-2.789$ eV from the Slater orbitals, a change of $4.7\%$ relative to the latter. The core moment difference rises from $2.5159$ to $2.7529$ bohr$^2$, which accounts for $0.10$ of the $0.13$ eV. The Hartree–Fock reference itself omits correlation, relativity and the crystal field, and its basis is finite: near the basis-set limit the shift is $-2.917$ eV, the core moment difference is $2.751$ bohr$^2$, and the all-electron average of this state is $-13.68$ eV instead of the $-13.76$ eV of cc-pVTZ. Orbitals from the local-density approximation give a shift of $-2.94$ eV. For the stated smooth construction, the Slater and the self-consistent orbitals thus give $-2.8$ and $-2.9$ eV, and further digits describe the chosen orbitals rather than silicon.

The other estimated effects are smaller. Scaling the core contribution by $(Z\alpha)^2$, with $\alpha$ the fine-structure constant, suggests a relativistic effect of order $11$ meV. This is an overestimate: a scalar-relativistic Hartree–Fock calculation of the same state weakens the shift by about $3$ meV. A nucleus with a root-mean-square radius of roughly $3.1$ fm, instead of a point, changes the average by about $20$ neV. With a rough linear expansion coefficient of $2.6\times10^{-6}$ K$^{-1}$ and fixed atomic charges, heating by $300$ K weakens the shift by about $6.5$ meV through the larger volume. That coefficient is the room-temperature value and grows on heating; its mean between $300$ and $600$ K, roughly $3.3\times10^{-6}$ K$^{-1}$, gives about $8$ meV.

The all-electron average of $-13.7$ eV corresponds to a mean inner potential of $+13.7$ V for superposed atoms. Published measurements for silicon are lower and scatter, roughly between $9$ and $12.5$ V. One assumption that fails in the crystal is the superposition of free atoms: bonding rearranges the valence charge, on which this average mainly depends. A real surface also has its own dipole layer, which moves the crystal average relative to vacuum. The gap is therefore known only to within a few volts, and the present calculation does not divide it among these causes, the approximate orbitals and the uncertainty of the measurements. The numerical output below lists the values for both configurations and both compensation shapes.

## Table of computed values

```
Nuclear charge Z: 14
Augmentation radius: 1.90 bohr
Volume per atom: 0.020 nm^3 = 134.967 bohr^3
Half bond length: 2.221 bohr
Slater exponent, shell 1: 13.7000 1/bohr
Slater exponent, shell 2: 4.9250 1/bohr
Slater exponent, shell 3: 1.3833 1/bohr
Nodes inside sphere, 3s and 3p: 2, 1
Valence electrons in sphere, true: 1.036
Valence electrons in sphere, smooth: 1.180
Compensation charge Q: -4.1695 electrons
Shape moment, sine: 1.0204 bohr^2
Shape moment, polynomial: 1.2033 bohr^2
Moment difference, core: 2.5159 bohr^2
Moment difference, valence: -0.1616 bohr^2
Moment difference, compensation: 4.2548 bohr^2
Moment difference, total: 6.6091 bohr^2
Integral of dv, moment formula: -13.84214 hartree bohr^3
Integral of dv, Coulomb law: -13.84214 hartree bohr^3
Fourier value at G = 0.02 1/bohr: -13.84183 hartree bohr^3
Largest |dv| outside sphere: 2.6e-13 hartree
Test sphere radius: 0.8444 bohr
Test sphere, moment term: -3.8919 hartree bohr^3
Test sphere, boundary terms: -14.6385 hartree bohr^3
Test sphere, direct integral: -18.5303 hartree bohr^3
SHIFT, sine shape: -0.10256 hartree = -2.791 eV
Smooth average, sine shape: -10.885 eV
Shift, polynomial shape: -3.113 eV
Smooth average, polynomial shape: -10.563 eV
All-electron second moment: 32.3876 bohr^2
All-electron average: -0.50259 hartree = -13.676 eV
Shift, Slater 3s1 3p3: -2.789 eV
Shift, Hartree-Fock 3s1 3p3: -2.919 eV
All-electron average, Slater 3s1 3p3: -13.671 eV
All-electron average, Hartree-Fock 3s1 3p3: -13.762 eV
Core moment difference, Hartree-Fock: 2.7529 bohr^2
Rough relativistic core effect: 11.1 meV
Nuclear radius used (rough): 3.1 fm
Rough finite-nucleus effect: 20 neV
Expansion coefficient used (rough): 2.6e-06 1/K
Rough shift change on heating by 300 K: 6.5 meV
```
